# Momentum, Longitudinal and Transverse Masses in a Nonparabolic Band: test program

```python
"""
Result under test: for E(1 + alpha E) = k^2/(2m), with s = 1 + 2 alpha E > 0,
momentum/velocity mass = m s, curvature mass along k = m s^3,
and curvature mass across k = m s.
E: energy from band edge; k: crystal wave number; m: band-edge mass;
alpha: nonparabolicity. Internal units are atomic units (hbar = m_e = e = 1).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

pc = const.physical_constants
HARTREE = pc["Hartree energy in eV"][0]
BOHR = pc["Bohr radius"][0] * 1e10
TIME_FS = pc["atomic unit of time"][0] * 1e15
FIELD_V_M = pc["atomic unit of electric field"][0]
SPEED = BOHR / TIME_FS  # angstrom/fs per atomic unit of speed

# Round model inputs.
mass = 0.04
alpha_ev = 1.2
energy_ev = 0.25
field_mv_cm = 0.01
pulse_fs = 10.0
temperature = 300.0
density_cm3 = 1e17
lattice_angstrom = 6.0
lifetime_fs = 100.0
satellite_ev = 0.5

alpha = alpha_ev * HARTREE
energy = energy_ev / HARTREE
gap = 1 / alpha
s = 1 + 2 * alpha * energy
k = np.sqrt(2 * mass * energy * (1 + alpha * energy))
direction = np.array([1.0, 2.0, 2.0]) / 3
across = np.array([0.0, 1.0, -1.0]) / np.sqrt(2)
kvec = k * direction

pauli = np.array([[[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)


def two_band_energy(q, bare=0.0):
    """Upper eigenvalue; bare=1 adds the free-electron kinetic term.

    The coupling is adjusted to keep the same band-edge mass and gap.
    """
    coupling = np.sqrt((1 / mass - bare) * gap / 2)
    block = coupling * np.tensordot(q, pauli, axes=(0, 0))
    h = np.zeros((4, 4), dtype=complex)
    h[:2, 2:] = block
    h[2:, :2] = block.conj().T
    h[2:, 2:] = -gap * np.eye(2)
    return np.linalg.eigvalsh(h)[-1] + bare * np.dot(q, q) / 2


def gradient(function, q, step=1e-4):
    axes = np.eye(3) * step
    return np.array([(function(q + a) - function(q - a)) / (2 * step)
                     for a in axes])


def hessian(function, q, step=1e-4):
    axes = np.eye(3) * step
    result = np.empty((3, 3))
    for i in range(3):
        for j in range(3):
            a, b = axes[i], axes[j]
            result[i, j] = (function(q + a + b) - function(q + a - b)
                            - function(q - a + b) + function(q - a - b)
                            ) / (4 * step**2)
    return result


# The diagonalized Hamiltonian supplies energy, velocity and mass tensor.
assert np.isclose(two_band_energy(kvec), energy, rtol=1e-10)
velocity = gradient(two_band_energy, kvec)
speed = np.linalg.norm(velocity)
tensor = hessian(two_band_energy, kvec)
ratio_mass = k / speed
long_mass = 1 / (direction @ tensor @ direction)
trans_mass = 1 / (across @ tensor @ across)
assert np.isclose(ratio_mass, mass * s, rtol=5e-5)
assert np.isclose(long_mass, mass * s**3, rtol=5e-5)
assert np.isclose(trans_mass, mass * s, rtol=5e-5)
expected_tensor = (np.outer(direction, direction) / (mass * s**3)
                   + (np.eye(3) - np.outer(direction, direction))
                   / (mass * s))
assert np.allclose(tensor, expected_tensor, rtol=1e-4, atol=1e-3)

# Symbolic differentiation of the explicit positive-alpha branch.
ks, ms, als = sp.symbols("k m alpha", positive=True)
root = sp.sqrt(1 + 2 * als * ks**2 / ms)
energy_symbolic = (root - 1) / (2 * als)
assert sp.simplify(sp.diff(energy_symbolic, ks) * ms * root - ks) == 0
assert sp.simplify(sp.diff(energy_symbolic, ks, 2) * ms * root**3 - 1) == 0

# Logarithmic slope of the momentum/velocity mass, from numerical velocities.
dlog = 1e-3
mass_samples = []
for factor in (np.exp(-dlog), np.exp(dlog)):
    q = kvec * factor
    mass_samples.append(np.linalg.norm(q)
                        / np.linalg.norm(gradient(two_band_energy, q)))
log_slope = np.log(mass_samples[1] / mass_samples[0]) / (2 * dlog)
assert np.isclose(log_slope, 1 - 1 / s**2, rtol=1e-4)
assert np.isclose(long_mass, ratio_mass / (1 - log_slope), rtol=2e-4)

# A negative-alpha band, solved as a polynomial, tests the stated domain.
alpha_neg = -0.5 * HARTREE
energy_neg = 0.4 / HARTREE
s_neg = 1 + 2 * alpha_neg * energy_neg
k_neg = np.sqrt(2 * mass * energy_neg * (1 + alpha_neg * energy_neg))


def negative_branch(q):
    roots = np.roots([alpha_neg, 1, -q**2 / (2 * mass)])
    return float(np.real(roots[np.argmin(abs(roots))]))


dk = 5e-5
ep, e0, em = [negative_branch(k_neg + x) for x in (dk, 0, -dk)]
assert np.isclose(k_neg * 2 * dk / (ep - em), mass * s_neg, rtol=3e-4)
assert np.isclose(dk**2 / (ep - 2 * e0 + em), mass * s_neg**3, rtol=3e-4)

# Limiting speed and its relation to s.
limit_speed = 1 / np.sqrt(2 * mass * alpha)
far_speed = np.linalg.norm(gradient(two_band_energy, 100 * kvec))
assert np.isclose(far_speed, limit_speed, rtol=1e-4)
assert np.isclose(1 / np.sqrt(1 - (speed / limit_speed)**2), s, rtol=5e-5)

# Small-energy corrections, using curvature obtained by diagonalization.
small_energy = 0.001 / alpha
small_k = np.sqrt(2 * mass * small_energy * (1 + alpha * small_energy))
small_q = small_k * direction
small_long = 1 / (direction @ hessian(two_band_energy, small_q) @ direction)
small_ratio = small_k / np.linalg.norm(gradient(two_band_energy, small_q))
assert abs((small_long / mass - 1) / (6 * alpha * small_energy) - 1) < 0.02
assert abs((small_ratio / mass - 1) / (2 * alpha * small_energy) - 1) < 0.02

# Filled-sphere average of the numerical inverse-mass tensor.
nodes, weights = np.polynomial.legendre.leggauss(16)
radii = k * (nodes + 1) / 2
traces = np.array([np.trace(hessian(two_band_energy, r * direction)) / 3
                   for r in radii])
drude_inverse = 3 / k**3 * np.sum(weights * k / 2 * radii**2 * traces)
assert np.isclose(drude_inverse, 1 / (mass * s), rtol=5e-5)

# Response to a force pulse, evaluated from velocities before and after.
field = field_mv_cm * 1e8 / FIELD_V_M
kick = field * pulse_fs / TIME_FS


def velocity_change(axis, amount):
    after = gradient(two_band_energy, kvec + amount * axis)
    return axis @ (after - velocity)


tiny = kick / 100
assert np.isclose(velocity_change(direction, tiny),
                  tiny / (mass * s**3), rtol=1e-3)
assert np.isclose(velocity_change(across, tiny),
                  tiny / (mass * s), rtol=1e-3)
dv_long = velocity_change(direction, kick)
dv_trans = velocity_change(across, kick)
linear_long = kick / (mass * s**3)
linear_trans = kick / (mass * s)
energy_gain = two_band_energy(kvec + kick * direction) - energy

# Effect of the bare kinetic term at the same k, gap and edge mass.
def with_bare(q):
    return two_band_energy(q, bare=1.0)


bare_ratio = k / np.linalg.norm(gradient(with_bare, kvec))
bare_long = 1 / (direction @ hessian(with_bare, kvec) @ direction)
assert abs(bare_long / (mass * s**3) - 1) > 0.01

# Illustrative cubic warping at the same k.
period = lattice_angstrom / BOHR


def lattice_energy(q):
    kinetic = np.sum(1 - np.cos(q * period)) / (mass * period**2)
    return (np.sqrt(1 + 4 * alpha * kinetic) - 1) / (2 * alpha)


warped = []
for axis in (np.array([1.0, 0, 0]), np.ones(3) / np.sqrt(3)):
    warped.append(1 / (axis @ hessian(lattice_energy, k * axis) @ axis))

# Thermal spread and occupation at the chosen carrier density.
kt_ev = const.k * temperature / const.e
kt = kt_ev / HARTREE
thermal_masses = [mass * (1 + 2 * alpha * (energy + sign * kt))**3
                  for sign in (-1, 1)]
density = density_cm3 * 1e-24 * BOHR**3
grid = np.linspace(0, 0.10, 4001)
grid_energy = (np.sqrt(1 + 2 * alpha * grid**2 / mass) - 1) / (2 * alpha)


def carrier_density(mu):
    integrand = grid**2 / np.pi**2 * expit((mu - grid_energy) / kt)
    return np.sum((integrand[1:] + integrand[:-1]) * np.diff(grid)) / 2


chemical = brentq(lambda mu: carrier_density(mu) - density,
                  -20 * kt, 20 * kt)
occupation = expit((chemical - energy) / kt)
filled_density = k**3 / (3 * np.pi**2) / BOHR**3 * 1e24

# Interband tunnelling exponent from the decay constant inside the gap.
decay_integral = quad(lambda e: np.sqrt(max(0, -2 * mass * e
                                          * (1 + alpha * e))), -gap, 0,
                      epsabs=1e-12)[0]
tunnel_exponent = 2 * decay_integral / field
assert np.isclose(tunnel_exponent,
                  np.pi * np.sqrt(2 * mass) * gap**1.5 / (4 * field),
                  rtol=1e-6)
scattered = 1 - np.exp(-pulse_fs / lifetime_fs)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("INPUTS")
show("band-edge mass", mass, "m_e")
show("alpha", alpha_ev, "1/eV")
show("electron energy", energy_ev, "eV")
show("field", field_mv_cm, "MV/cm")
show("pulse duration", pulse_fs, "fs")
print("STATE AND MASSES")
show("s", s)
show("s squared", s**2)
show("s cubed", s**3)
show("wave number", k / BOHR, "1/angstrom")
show("speed", speed * SPEED, "angstrom/fs")
show("speed, converted", speed * SPEED * 1e7, "cm/s")
show("limiting speed", limit_speed * SPEED, "angstrom/fs")
show("momentum/velocity mass, numerical", ratio_mass, "m_e")
show("momentum/velocity mass, formula", mass * s, "m_e")
show("longitudinal mass, numerical", long_mass, "m_e")
show("longitudinal mass, formula", mass * s**3, "m_e")
show("transverse mass, numerical", trans_mass, "m_e")
show("filled-sphere Drude mass, numerical", 1 / drude_inverse, "m_e")
print("FORCE PULSE")
show("wave-number change", kick / BOHR, "1/angstrom")
show("speed change along k, linear", linear_long * SPEED, "angstrom/fs")
show("speed change along k, finite", dv_long * SPEED, "angstrom/fs")
show("velocity change across k, linear", linear_trans * SPEED, "angstrom/fs")
show("velocity change across k, finite", dv_trans * SPEED, "angstrom/fs")
show("finite-pulse shift along k", 100 * (dv_long / linear_long - 1), "%", 3)
show("energy gain along k", energy_gain * HARTREE, "eV", 4)
print("NEGLECTED EFFECTS")
show("gap implied by two-band model", gap * HARTREE, "eV", 4)
show("momentum/velocity mass with bare term", bare_ratio, "m_e", 4)
show("longitudinal mass with bare term", bare_long, "m_e", 4)
show("bare-term shift of longitudinal mass",
     100 * (bare_long / (mass * s**3) - 1), "%", 3)
show("warping model period", lattice_angstrom, "angstrom")
show("warped longitudinal mass along 100", warped[0], "m_e", 4)
show("warped longitudinal mass along 111", warped[1], "m_e", 4)
show("temperature", temperature, "K")
show("thermal energy", kt_ev, "eV", 4)
show("longitudinal mass at E - kT", thermal_masses[0], "m_e", 4)
show("longitudinal mass at E + kT", thermal_masses[1], "m_e", 4)
show("chosen carrier density", density_cm3, "1/cm3", 3)
show("chemical potential from band edge", chemical * HARTREE, "eV", 3)
show("thermal occupation at E", occupation, "", 3)
show("density of sphere filled to E", filled_density, "1/cm3", 3)
show("tunnelling exponent", tunnel_exponent, "", 4)
show("log10 tunnelling probability", -tunnel_exponent / np.log(10), "", 4)
show("rough scattering lifetime", lifetime_fs, "fs")
show("fraction scattered during pulse", 100 * scattered, "%", 3)
show("rough satellite-valley energy", satellite_ev, "eV")
show("satellite headroom after pulse",
     satellite_ev - energy_ev - energy_gain * HARTREE, "eV", 3)
print("success")
```

Running it gives:

```
INPUTS
band-edge mass: 0.04 m_e
alpha: 1.2 1/eV
electron energy: 0.25 eV
field: 0.01 MV/cm
pulse duration: 10 fs
STATE AND MASSES
s: 1.6
s squared: 2.56
s cubed: 4.096
wave number: 0.058413 1/angstrom
speed: 10.566 angstrom/fs
speed, converted: 1.0566e+08 cm/s
limiting speed: 13.536 angstrom/fs
momentum/velocity mass, numerical: 0.064 m_e
momentum/velocity mass, formula: 0.064 m_e
longitudinal mass, numerical: 0.16384 m_e
longitudinal mass, formula: 0.16384 m_e
transverse mass, numerical: 0.064 m_e
filled-sphere Drude mass, numerical: 0.064 m_e
FORCE PULSE
wave-number change: 0.0015193 1/angstrom
speed change along k, linear: 0.10735 angstrom/fs
speed change along k, finite: 0.10484 angstrom/fs
velocity change across k, linear: 0.27482 angstrom/fs
velocity change across k, finite: 0.27476 angstrom/fs
finite-pulse shift along k: -2.34 %
energy gain along k: 0.01062 eV
NEGLECTED EFFECTS
gap implied by two-band model: 0.8333 eV
momentum/velocity mass with bare term: 0.06178 m_e
longitudinal mass with bare term: 0.1412 m_e
bare-term shift of longitudinal mass: -13.8 %
warping model period: 6 angstrom
warped longitudinal mass along 100: 0.1819 m_e
warped longitudinal mass along 111: 0.1695 m_e
temperature: 300 K
thermal energy: 0.02585 eV
longitudinal mass at E - kT: 0.1455 m_e
longitudinal mass at E + kT: 0.1836 m_e
chosen carrier density: 1e+17 1/cm3
chemical potential from band edge: -0.0171 eV
thermal occupation at E: 3.25e-05
density of sphere filled to E: 6.73e+18 1/cm3
tunnelling exponent: 612.2
log10 tunnelling probability: -265.9
rough scattering lifetime: 100 fs
fraction scattered during pulse: 9.52 %
rough satellite-valley energy: 0.5 eV
satellite headroom after pulse: 0.239 eV
success
```
